# How wavelength sets the smoothing of surface ripples by diffusion

## Problem

The sidewall of a silicon fin carries ripples left by etching. Before the gate oxide is formed, the fin is annealed at a fixed temperature \(T\), and the surface relaxes by diffusion of its own atoms along it. Let \(h(x,y,t)\) be the height of the surface above its mean plane, and consider the ripple

\[
h=a(t)\cos(\mathbf q\cdot\mathbf r),\qquad q=\frac{2\pi}{\lambda},\qquad s=aq\ll1 ,
\]

where \(s\) is the largest slope. Surface diffusion is isotropic, and so is the surface free energy \(\gamma\) per area. The mean plane is not a crystal facet, and the ripple is treated as if this plane had no edges.

(a) How does the decay rate of \(a\) depend on \(\lambda\), and by what factor does it change when \(\lambda\) is halved?

(b) Ripples of wavelength 100 nm and 50 nm, each of amplitude 1 nm, are annealed for 60 s at 1150 K. What is left of them?

(c) Which neglected effects could spoil the answer?

## A tempting solution

An atom on a crest has fewer neighbours than one in a trough, so its chemical potential is higher. The excess \(\mu\) is proportional to the curvature, which for a gentle ripple is \(-\nabla^2h=q^2h\). Atoms leave places of high \(\mu\) and settle at places of low \(\mu\), so the height should fall at a rate proportional to \(\mu\):

\[
\frac{\partial h}{\partial t}=-A\,q^2h .
\]

The decay rate is then \(Aq^2\), and halving the wavelength makes it four times larger. The argument even seems to conserve atoms, because the average of \(h\) over a period stays zero.

## Where it fails

The fault is the step from "\(\mu\) is high here" to "the height falls here". Atoms confined to the surface must travel from crest to trough. The surface falls at a point only if more atoms leave its neighbourhood than enter it, which depends on how the current varies along the surface. The current in turn depends on how \(\mu\) varies, not on its value.

The tempting equation contains no current. It removes atoms from a crest and delivers them to a trough at a rate that ignores the distance between them. Conservation of the total over a period does not repair this, since atoms must be conserved in every small patch.

## Solution of (a)

**Chemical potential.** The area of the surface is \(\int\sqrt g\,dx\,dy\), with \(g=1+|\nabla h|^2\). Add a small height \(\delta h\) that vanishes at the boundary. To first order, and after integration by parts,

\[
\delta(\text{area})=\int\frac{\nabla h\cdot\nabla\delta h}{\sqrt g}\,dx\,dy
=\int\kappa\,\delta h\,dx\,dy,\qquad
\kappa=-\nabla\cdot\frac{\nabla h}{\sqrt g}.
\]

Since \(\int\delta h\,dx\,dy\) is the added volume, \(\kappa\) is the area gained per volume added. It is positive on a crest. An atom of volume \(\Omega\) therefore costs the excess free energy

\[
\mu=\gamma\Omega\kappa .
\]

**Current.** Let mobile atoms of areal density \(n\) and diffusivity \(D_a\) feel a potential \(V\). Their current along a coordinate \(\ell\) is \(J=-D_a\partial_\ell n-Mn\,\partial_\ell V\), with mobility \(M\). In equilibrium \(n\propto e^{-V/kT}\), so \(\partial_\ell n=-n\,\partial_\ell V/kT\). The current must then vanish, which requires \(M=D_a/kT\). Hence

\[
J=-\frac{D_an}{kT}\,\partial_\ell\left(kT\ln n+V\right),
\]

and the bracket is the chemical potential of the mobile atoms, apart from a constant. I assume that they exchange atoms with the surface beneath quickly enough to share its \(\mu\). Let \(\nu\) be the number of surface atoms per area, and define the mass-transfer diffusivity \(D\) by \(D\nu=D_an\), taken on the flat surface. Then

\[
\mathbf J=-\frac{D\nu}{kT}\nabla_s\mu ,
\]

where \(\nabla_s\) is the gradient along the surface. The density \(n\) itself changes with \(\mu\), by a fraction of about \(\mu/kT\). That fraction multiplies a gradient already of first order in \(h\), so it does not enter the linear law.

**Conservation.** In the coordinates \(x,y\) the surface has the metric \(g_{ij}=\delta_{ij}+\partial_ih\,\partial_jh\), with determinant \(g\) and inverse \(g^{ij}=\delta_{ij}-\partial_ih\,\partial_jh/g\). The current has components \(J^i=-(D\nu/kT)g^{ij}\partial_j\mu\), and \(\sqrt g\,J^i\) atoms cross a unit coordinate length per time. The volume above \(dx\,dy\) is \(h\,dx\,dy\), so

\[
\frac{\partial h}{\partial t}=-\Omega\,\partial_i(\sqrt g\,J^i)
=B\,\partial_i\left(\sqrt g\,g^{ij}\partial_j\kappa\right),\qquad
B=\frac{D\nu\gamma\Omega^2}{kT}.
\]

The two minus signs cancel: a maximum of \(\kappa\) has a negative second derivative, and the surface falls there.

**Small slope.** Both \(\sqrt g\) and \(g^{ij}\) differ from their flat values by terms of second order in slope. To first order in \(h\), therefore, \(\kappa=-\nabla^2h\) and

\[
\frac{\partial h}{\partial t}=B\nabla^2\kappa=-B\nabla^2\nabla^2h .
\]

Each Laplacian acting on the ripple gives a factor \(-q^2\), so \(\nabla^2\nabla^2h=q^4h\) and

\[
\frac{da}{dt}=-\Gamma a,\qquad \Gamma=Bq^4,\qquad a(t)=a(0)e^{-\Gamma t}.
\]

With \(B\) fixed,

\[
\frac{\Gamma(\lambda/2)}{\Gamma(\lambda)}=\frac{(2q)^4}{q^4}=16 .
\]

Only \(q^2=q_x^2+q_y^2\) enters, so the direction of the ripple does not matter. The full equation was evaluated numerically for ripples of amplitude 0.001 nm in a periodic square of side 200 nm. Ripples with (3, 4) and (5, 0) periods along the two sides, both of wavelength 40 nm, decayed at equal rates. Doubling (3, 4) to (6, 8) raised the rate by a factor of 16.0000.

**Where the sixteen comes from.** Halve \(\lambda\) at fixed amplitude. The curvature, and with it the difference in \(\mu\) between crest and trough, grows by 4. The path is half as long, so the gradient and the current grow by 8. The volume in a crest, per length along its ridge, is \(2a/q\), which is halved. The time to carry it away falls by 16. The tempting solution kept the first factor of 4 and lost the other two factors of 2.

## What the tempting equation describes

An equation of that form holds when atoms leave and reach the surface through a vapour, provided that their free path in the gas is long compared with \(\lambda\). In a dense gas, diffusion through the gas limits the exchange, and the rate tends towards \(q^3\) instead. A gas at pressure \(p\), with atoms of mass \(m\), has density \(p/kT\). Averaging the outward part of its Maxwell distribution gives the one-way flux

\[
j=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

Let \(p\) be the equilibrium vapour pressure over the flat solid, and let every arriving atom stick. A surface with excess \(\mu\) would be in balance with a vapour denser by \(e^{\mu/kT}\), so it emits \(je^{\mu/kT}\). Relative to the flat surface it loses \(j\mu/kT\) to first order, and

\[
\frac{\partial h}{\partial t}=-\Omega\frac{j\mu}{kT}=-A\kappa,\qquad
A=\frac{\gamma\Omega^2j}{kT},\qquad \Gamma_{\text{evap}}=Aq^2 .
\]

If nothing returns, as in vacuum, the whole surface also recedes uniformly, which leaves the ripple unchanged to first order in its slope. Halving \(\lambda\) now gives 4. The two processes compare as

\[
\frac{\Gamma_{\text{evap}}}{\Gamma}=\frac{A}{Bq^2}=\frac{j}{D\nu q^2},
\]

so evaporation takes over at long wavelengths, beyond \(\lambda_\times=2\pi\sqrt{D\nu/j}\).

## Solution of (b)

The inputs are rough values for silicon, with \(D\) an assumed, illustrative figure: \(D=1000\) nm²/s, \(\nu=7.0\) nm⁻², \(\gamma=7.5\) eV/nm² (1.20 J/m²) and \(\Omega=0.020\) nm³. At 1150 K, \(kT=0.0991\) eV. Then

\[
B=\frac{1000\times7.0\times7.5\times(0.020)^2}{0.0991}\ \text{nm}^4/\text{s}=212\ \text{nm}^4/\text{s}.
\]

For 100 nm, \(q=0.0628\) nm⁻¹ and \(q^4=1.56\times10^{-5}\) nm⁻⁴. The rate is 0.00330 s⁻¹ and the lifetime \(1/\Gamma\) is 303 s. For 50 nm, \(q^4=2.49\times10^{-4}\) nm⁻⁴, the rate is 0.0528 s⁻¹ and the lifetime is 18.9 s. After 60 s,

\[
a_{100}=e^{-0.198}\ \text{nm}=0.82\ \text{nm},\qquad
a_{50}=e^{-3.17}\ \text{nm}=0.042\ \text{nm}.
\]

The factor 16 belongs to the rates. The heights lost are 0.18 nm and 0.96 nm, a factor of about 5, because the shorter ripple has almost run out. Had the tempting law been fitted to the 100 nm ripple, it would have given the other one an exponent of \(4\times0.198=0.79\) and left 0.45 nm of it, about ten times too much.

A cosine of amplitude \(a\) has mean square height \(a^2/2\), and those of different wavelengths add. The rms height thus falls from 1.00 nm to

\[
\sqrt{\tfrac12(0.820^2+0.042^2)}\ \text{nm}=0.58\ \text{nm}.
\]

The roughness power, which is proportional to \(a^2\), decays as \(e^{-2\Gamma t}\): 67 % survives at 100 nm and 0.18 % at 50 nm. Where the scattering potential is linear in \(h\), lowest-order perturbation theory makes the rate at which carriers exchange wavevector \(q\) with the wall proportional to this power. The anneal therefore acts on channel scattering as a steep filter in \(q\). The mobility needs the whole spectrum and is not computed here.

## Solution of (c)

**Finite slope.** Let \(h\) depend on \(x\) alone and write \(p=\partial_xh\), a slope from here on. Then \(\kappa=-p'/(1+p^2)^{3/2}\) and \(\sqrt g\,g^{xx}=(1+p^2)^{-1/2}\). Expanding to third order, with \(p^2p'=(p^3)'/3\),

\[
\frac{\partial h}{\partial t}=B\,\partial_x\left[-p''+\tfrac12(p^3)''+\tfrac12p^2p''\right].
\]

For one ripple \(p=-s\sin qx\), and \(\sin^3\) contains \(\tfrac34\sin\). The part of the bracket in \(\sin qx\) is

\[
-q^2s+\tfrac38q^2s^3+\tfrac38q^2s^3=-q^2s\left(1-\tfrac34s^2\right),
\]

so \(\Gamma=Bq^4(1-\tfrac34s^2)\). The full equation at \(s=0.05\) gives a coefficient of 0.748. In the example each ripple's own slope lowers its initial rate, by 0.3 % at 100 nm and 1.2 % at 50 nm.

The two ripples also slow each other. Let the second have wavevector \(l\) and slope \(s_l\), with \(l=2q\) or \(l=q/2\) as here. In \(p^3\) the mixed term is \(-3s_l^2s\sin^2lx\,\sin qx\), whose part in \(\sin qx\) is \(-\tfrac32s_l^2s\), because \(\sin^2\) averages to \(\tfrac12\) and the remainder feeds other wavelengths. The second term of the bracket then gives \(\tfrac34q^2s_l^2s\). In \(p^2p''\) the two mixed products give \((\tfrac12q^2+l^2)s_l^2s\), and half of this enters. The sum is \((q^2+\tfrac12l^2)s_l^2s\), hence

\[
\Gamma=Bq^4\left[1-\tfrac34s^2-\left(1+\frac{l^2}{2q^2}\right)s_l^2\right].
\]

For the 50 nm ripple \(l=q/2\), and the last coefficient is \(\tfrac98\). Integrating the correction over the anneal, with the slopes decaying exponentially as in the linear law, gives an excess amplitude of 0.6 % from its own slope and 1.2 % from the slower 100 nm ripple. Numerical integration of the full equation for both ripples together leaves 0.0427 nm, which is 1.8 % above the linear result, as this sum predicts. For the 100 nm ripple the excess is 0.2 %.

This equation includes the full geometry but keeps the density \(n\) of mobile atoms fixed. In fact \(n\propto e^{\mu/kT}\), which differs from its flat value by 0.6 % and 2.4 % at the crests of the two ripples. The current is then driven by the gradient of \(kTe^{\mu/kT}\), which contains the term \(\mu^2/2kT\). The square of the 100 nm ripple has a part of wavelength 50 nm, so this term couples the two ripples. The resulting corrections are of the same order as the slope corrections above and are not included in them.

**Evaporation.** With a rough vapour pressure of \(10^{-10}\) Torr and \(m=28\) u, \(j\) is about \(2\times10^{-4}\) nm⁻²s⁻¹. Evaporation contributes \(7\times10^{-6}\) of the diffusion rate at 100 nm and less at 50 nm. The crossover lies near 38 µm in vacuum or a dilute gas; a dense ambient gas slows the exchange and moves it to longer wavelengths. Chemical etching by the ambient gas is not included in this estimate.

**Thermal ripples.** Smoothing cannot end in a perfectly flat surface. The excess energy per area of a ripple is the average of \(\tfrac12\gamma s^2\sin^2\), which is \(\tfrac14\gamma q^2a^2\). On a patch of area \(S\), equipartition sets \(\tfrac14S\gamma q^2\langle a^2\rangle=\tfrac12kT\). The mean square height per mode is therefore \(\langle a^2\rangle/2=kT/(S\gamma q^2)\). A sine and a cosine share each pair \(\pm\mathbf q\), so there is one mode per wavevector, with density \(S/(2\pi)^2\). Between \(q_1\) and \(q_2\),

\[
\langle h^2\rangle=\int_{q_1}^{q_2}\frac{2\pi q\,dq}{(2\pi)^2}\,\frac{kT}{\gamma q^2}
=\frac{kT}{2\pi\gamma}\ln\frac{q_2}{q_1}.
\]

For wavelengths from 5 to 100 nm this gives an rms height of 0.08 nm. The 50 nm ripple, with 0.03 nm rms left, has sunk below this total, so removing it entirely would barely change the rms height. At its own wavevector it can still stand above the thermal ripple, whose mean square per mode falls as \(1/S\).

**Temperature.** If \(D\) is thermally activated with a rough energy of 2.5 eV, an error of 10 K upwards raises both diffusion rates by 23 %. The ratio 16 is unaffected, since both ripples share the same \(B\).

**Orientation.** Suppose \(\gamma\) depends smoothly on the tilt angle \(\theta\), with \(\tan\theta=p\). The energy per projected area is \(\gamma(\theta)\sqrt{1+p^2}\), or

\[
\gamma+\gamma'p+\tfrac12(\gamma+\gamma'')p^2
\]

to second order. The linear term averages to zero over a ripple. The stiffness \(\gamma+\gamma''\) replaces \(\gamma\) in \(B\), and the fourth power survives for a fixed ripple direction. The change can be large: for \(\gamma_0(1+0.02\cos4\theta)\) the stiffness at \(\theta=0\) is \(\gamma_0(1+0.02-0.32)=0.70\,\gamma_0\), and the rate drops by 30 % relative to constant \(\gamma_0\).

On a facet the expansion itself fails. Tilting a facet creates steps of height \(d\) and energy \(\beta\) per length, which adds \((\beta/d)|p|\) to the energy. The average of \(|p|\) is \(2s/\pi\), so the ratio to the quadratic energy is

\[
\frac{(\beta/d)(2s/\pi)}{\gamma s^2/4}=\frac{8\beta}{\pi\gamma ds}.
\]

With rough values \(\beta=0.05\) eV/nm and \(d=0.14\) nm, this is 1.9 for the 100 nm ripple and 1.0 for the 50 nm one at the start, and it grows as they flatten. An energy linear in the amplitude gives no restoring force proportional to the amplitude, so neither the exponential decay nor the factor 16 follows.

**The real fin.** Anneals in hydrogen at temperatures of this order are used to smooth silicon sidewalls, and an amplitude of 1 nm is a plausible roughness. The least certain input is \(D\), which depends on temperature and on hydrogen coverage. An error of a factor of ten either way moves the 50 nm lifetime between about 2 s and 190 s, and the true uncertainty is wider: values for clean silicon in vacuum at this temperature can be orders of magnitude larger than the one assumed, which would remove both ripples long before the anneal ends. The assumption about facets fails if the sidewall is cut along a low-index plane that remains a facet at the annealing temperature. By the estimate above, the neglected energy is then at least comparable to the retained one, and the lifetimes above are not predictions for such walls. The edges of the fin set another limit. Surface diffusion rounds them over a length of order \((Bt)^{1/4}\), which is about 11 nm for the anneal above. A fin no wider than this loses height while its top swells. The disturbance from an edge dies away slowly along the wall and stays above the 0.04 nm left of the short ripple for several times this length. The lifetimes therefore apply only to parts of a wall many tens of nanometres from its edges, and a fin some tens of nanometres tall and about 10 nm wide has no such part in this anneal. A real anneal must smooth the ripples without spoiling the shape of the fin. The later oxidation can change the roughness again, which the model does not contain.

The numerical output below lists the inputs and the main results.

## Computed values

```
temperature 1150 K, kT 0.09910 eV
surface diffusivity D 1000 nm^2/s
surface atoms nu 7.0 per nm^2
surface energy gamma 7.50 eV/nm^2
  = 1.20 J/m^2
atomic volume 0.020 nm^3
anneal time 60 s, amplitude 1.0 nm
B 211.9 nm^4/s
--- wavelength 100 nm: q 0.06283 per nm
slope s 0.0628, q^4 1.5585e-05 nm^-4
rate 0.00330 per s, lifetime 302.78 s
rate*time 0.1982
amplitude left 0.8202 nm
power fraction left 0.67279
full equation: amplitude left 0.8218 nm
full over linear amplitude, minus 1: 0.20 %
initial rate lowered by slope 0.30 %
evaporation/diffusion rate 7.1e-06
adatom density change at crest 0.60 %
facet/quadratic energy ratio 1.93
--- wavelength 50 nm: q 0.12566 per nm
slope s 0.1257, q^4 2.4937e-04 nm^-4
rate 0.05284 per s, lifetime 18.92 s
rate*time 3.1706
amplitude left 0.0420 nm
power fraction left 0.00176
full equation: amplitude left 0.0427 nm
full over linear amplitude, minus 1: 1.77 %
initial rate lowered by slope 1.18 %
evaporation/diffusion rate 1.8e-06
adatom density change at crest 2.39 %
facet/quadratic energy ratio 0.96
--- both ripples and checks
rate ratio on halving, full geometry 16.0000
same ratio for evaporation 4.0000
fitted slope coefficient 0.7481
rms before 1.0000 nm, after 0.5808 nm
rms after, full equation 0.5819 nm
vapour pressure 1e-10 Torr, mass 28 u
evaporation flux 1.96e-04 per nm^2 per s
evaporation crossover wavelength 38 um
thermal band 5 to 100 nm
thermal floor rms 0.0794 nm
anisotropy 0.02, stiffness/gamma 0.70
step energy 0.05 eV/nm, height 0.14 nm
activation 2.5 eV, rate factor +10 K 1.232
```
